Comment on the claim that a global hybrid removes self-interaction

**The argument under review**

The argument runs as follows. An approximate density functional lets an electron repel itself, because the Hartree energy contains the repulsion of each electron with its own charge cloud. Exact exchange contains a term that cancels this self-repulsion. The hybrid functional PBE0 contains exact exchange, so in PBE0 an electron no longer interacts with itself. As evidence, the argument cites the hydrogen atom, whose PBE0 energy is wrong by only a few hundredths of an eV.

The first two statements are correct. The conclusion does not follow from them, and the evidence cannot support it. To see what is left over, one needs a system in which every trace of electron repulsion is known to be spurious. One electron in the field of fixed nuclei is such a system.

**What one electron requires**

Atomic units are used in the algebra. The electron has spin up, a real orbital φ and density n = φ². Its Hartree energy is

E_H = ½ ∬ n(r) n(r′)/|r − r′| dr dr′.

Exact exchange for a single occupied orbital is

E_x^exact = −½ ∬ φ(r)φ(r′) φ(r′)φ(r)/|r − r′| dr dr′ = −E_H.

The adiabatic connection says the same. It writes E_xc as the integral, over λ from 0 to 1, of

W_λ = ⟨Ψ_λ|V_ee|Ψ_λ⟩ − E_H,

where Ψ_λ is the ground state with density n and electron repulsion λV_ee. One electron has no pair repulsion, so W_λ = −E_H for every λ. The integral is −E_H. It equals the λ = 0 value, which is exchange, so the correlation energy is zero. For one electron, then, nothing in the adiabatic connection calls for a partial admixture of exact exchange.

**What the hybrid delivers**

A global hybrid with fraction a of exact exchange is

E_xc = a E_x^exact + (1 − a) E_x^sl + E_c^sl,

where "sl" marks the semilocal parts. PBE0 has a = 0.25 and PBE has a = 0. The spurious energy is D_a = E_H + E_xc, which should vanish. Inserting E_x^exact = −E_H gives

D_a = E_H − a E_H + (1 − a) E_x^sl + E_c^sl.

The first two terms combine to (1 − a)E_H, so

D_a[n] = (1 − a) X[n] + E_c^sl[n],  X = E_H + E_x^sl.  (1)

X is the error of semilocal exchange. The hybrid keeps the fraction 1 − a of it and the whole of the correlation self-interaction. Direct evaluation of the complete hybrid energies, for three values of a, agrees with equation (1) in all the systems discussed below.

Equation (1) holds at a fixed one-electron density. How much E_c^sl contributes depends on the functional: PBE correlation does not vanish for one electron, whereas LYP correlation vanishes for one fully spin-polarized electron. A hybrid with LYP correlation and a = 1 is therefore free of one-electron self-interaction; with a < 1 it retains (1 − a)X.

**Why hydrogen looks so good**

The hydrogen density is n = e^(−2r)/π. The charge inside radius r is 1 − e^(−2r)(1 + 2r + 2r²). Dividing it by r and adding the potential of the outer shells, ∫ 4r′e^(−2r′) dr′ from r to infinity = e^(−2r)(1 + 2r), gives

v_H(r) = 1/r − e^(−2r)(1 + 1/r).

Hence

E_H = ½ ∫ 4r² e^(−2r) v_H dr
= 2 ∫ [r e^(−2r) − (r² + r) e^(−4r)] dr
= 2 (1/4 − 1/32 − 1/16) = 5/16,

or 8.504 eV.

The simplest semilocal exchange is the local one, −C_x ∫ n^(4/3) dr for equal spin densities, with C_x = (3/4)(3/π)^(1/3). Exchange acts only between equal spins, so a fully polarized density has half the exchange energy of an unpolarized density 2n. This gives the factor ½ · 2^(4/3) = 2^(1/3). The integral is

∫ n^(4/3) dr = 4π · π^(−4/3) ∫ r² e^(−8r/3) dr
= 4π^(−1/3) · 2/(8/3)³ = (27/64) π^(−1/3).

The local exchange energy is then −7.294 eV, and X = 8.504 − 7.294 = 1.210 eV. Local exchange cancels most of the self-repulsion, but not all of it.

PBE exchange does better, with X = 0.1785 eV. PBE correlation, which should be zero, is −0.1626 eV. At the reference density, equation (1) gives

PBE: 0.1785 − 0.1626 = 0.016 eV,
PBE0: 0.75 × 0.1785 − 0.1626 = −0.029 eV,
a = 1: −0.163 eV.

Two errors of opposite sign nearly cancel in PBE. Exact exchange reduces the positive one and leaves the negative one, so D_a falls linearly with a and passes through zero. At a = 0.25 it has overshot, and its magnitude is larger than in PBE; between 0 and 1 the magnitude is largest at a = 1. Setting D_a = 0 gives

a₀ = 1 + E_c^sl/X = 0.089.

At this fraction the energy at the reference density is right, although neither error is zero. The small hydrogen error cited as evidence is a difference of two larger errors at one particular density, so its smallness does not show that the functional is free of self-interaction.

**The orbital energy does not share the cancellation**

Acting on the occupied orbital, the exact-exchange operator gives −v_H φ. The mean self-interaction potential felt by the electron is therefore

P_a = (1 − a)(2E_H + ⟨v_x^sl⟩) + ⟨v_c^sl⟩,

because ⟨v_H⟩ = ∫ n v_H dr = 2E_H. With ⟨h⟩ the kinetic plus nuclear-attraction energy, the orbital energy is ε = ⟨h⟩ + P_a and the total energy of the atom is E = ⟨h⟩ + D_a. For one electron the two should be equal. Subtracting,

ε − E = (1 − a)(E_H + ⟨v_x^sl⟩ − E_x^sl) + ⟨v_c^sl⟩ − E_c^sl.  (2)

For local exchange the energy density is proportional to n^(4/3), so ⟨v_x⟩ = (4/3)E_x and the first bracket becomes E_H + E_x/3 = 8.504 − 2.431 = 6.07 eV. This is five times the local X, because the potential weights the Hartree term by 2 and the exchange term by only 4/3.

The self-consistent orbital energies show an effect of this size. The reference level is −13.61 eV, PBE gives −7.59 eV and PBE0 gives −9.13 eV. PBE has an almost perfect total energy and a level about 6.0 eV too high. PBE0 still leaves it about 4.5 eV too high. The electron in PBE0 plainly still feels its own charge.

**Stretched H₂⁺: the cancellation fails**

Now let the electron be shared equally by two protons a large distance R apart. With negligible overlap, n = ½(n_A + n_B), where n_A and n_B are hydrogen densities. Each density repels itself with 2 × 5/16 = 5/8, counting both orders of the double integral, and the two repel each other with 1/R. Thus

E_H = ½ [¼ · 5/8 + ¼ · 5/8 + 2 · ¼ · 1/R] = 5/32 + 1/(4R).

Semilocal exchange is a sum over the two separate regions, E_x^sl = 2E_x^sl[n_H/2]. For local exchange this is 2 · 2^(−4/3) = 2^(−1/3) ≈ 0.794 times the hydrogen value. Splitting the electron halves the self-repulsion but lowers the magnitude of local exchange by only a fifth. The exchange energy now overcompensates:

X(R → ∞) = 4.252 − 0.794 × 7.294 = −1.54 eV (local exchange).

For PBE exchange the same limit is −2.66 eV. At 10 angstrom the term 1/(4R) adds 0.36 eV, which gives −2.30 eV, in agreement with the molecular calculation.

The PBE correlation energy there is −0.104 eV. Both errors are now negative, so by equation (1) no fraction between 0 and 1 makes their sum vanish:

PBE: −2.299 − 0.104 = −2.40 eV,
PBE0: 0.75 × (−2.299) − 0.104 = −1.83 eV,
a = 1: −0.10 eV.

The 1/(4R) term has a meaning of its own. In the true system, the repulsion 1/R between the protons is cancelled by the attraction of each half of the electron to the opposite proton, 2 × ½ × 1/R. What remains in the hybrid is (1 − a)/(4R), a repulsion between the two halves of one electron. Semilocal exchange cannot remove it, since it has no term connecting separated regions. PBE0 keeps three quarters of this false force.

**Does self-consistency rescue the argument?**

So far the density was held fixed. Let E_a[n] be the total energy functional, and let n₀ and E₀ be the reference density and energy. Minimization can only lower the energy below its value at n₀:

E_scf(a) ≤ E_a[n₀] = E₀ + D_a[n₀].

When a changes, the minimizing density n_a changes too, but E_a is stationary there, so only the explicit dependence on a counts:

dE_scf/da = E_x^exact[n_a] − E_x^sl[n_a] = −X[n_a].  (3)

For hydrogen at a = 0.25, a finite difference of self-consistent energies and −X at the PBE0 density both give −0.152 eV.

Relaxation changes the hydrogen errors to 0.000 eV for PBE and −0.036 eV for PBE0. For H₂⁺ at 10 angstrom, kept in its symmetric state, they become −2.54 and −1.90 eV. The ratio of these two is 0.75, but this is not a general law: correlation does not scale with 1 − a, and the two densities differ.

Near equilibrium, at 1.06 angstrom, relaxation matters for the ordering. There X is only 0.045 eV and E_c^sl is −0.198 eV. At fixed density PBE0 is slightly worse than PBE, −0.164 against −0.153 eV. After relaxation it is slightly better, −0.180 against −0.184 eV. By equation (3), the rise of 0.004 eV over Δa = 0.25 means that X averages about −0.016 eV along the relaxed densities: the small positive X has changed sign. Here equation (1) at the reference density is no guide to which functional wins. The last digit of these values depends on the basis: a larger basis and finer grid raise the four errors by about 0.001 eV, leaving both orderings and the 0.004 eV rise unchanged.

The clearest test compares stretched H₂⁺ with a hydrogen atom and a distant proton. The two should have nearly the same energy, and the reference calculation gives a difference below 0.001 eV. PBE and PBE0 instead place the shared electron far too low:

PBE: −2.54 eV (−0.0932 hartree),
PBE0: −1.87 eV (−0.0687 hartree).

Both functionals reward an electron for spreading over two distant sites. The hybrid reduces the reward by about a quarter.

**Assessment**

The claim should be replaced by equation (1), with its conditions. It concerns one-electron densities. In a many-electron system exchange and correlation also describe real interactions between different electrons, and (1) is not a formula for the total error there. The errors quoted are relative to the one-electron problem in the same finite Gaussian basis, with fixed nuclei and no relativity; the basis error of that reference is not included in them. The calculated values are collected in the numerical output.

The hydrogen total energy should be withdrawn as evidence. Its orbital energy, or the energy of H₂⁺ at large separation, would test the claim, and PBE0 fails both.

Table of computed values

```
Hartree energy unit: 27.211386 eV; bohr: 0.529177 angstrom
H, analytic Hartree energy: 8.5036 eV
H, analytic local exchange: -7.2937 eV
H, local exchange error X: 1.2099 eV
H, radial PBE exchange: -8.3251 eV
H, LYP correlation: 0.00000 eV (magnitude)
H: reference energy -13.6056 eV
  Hartree 8.5035 eV; PBE X 0.1785 eV; PBE E_c -0.1626 eV
  fixed-density error: PBE 0.0159, PBE0 -0.0288, a=1 -0.1626 eV
  self-consistent error: PBE 0.0003, PBE0 -0.0360 eV
H2+ 1.06 A: reference energy -16.3962 eV
  Hartree 8.9907 eV; PBE X 0.0451 eV; PBE E_c -0.1982 eV
  fixed-density error: PBE -0.1531, PBE0 -0.1644, a=1 -0.1982 eV
  self-consistent error: PBE -0.1838, PBE0 -0.1798 eV
H2+ 3.00 A: reference energy -14.0158 eV
  Hartree 5.3950 eV; PBE X -1.2456 eV; PBE E_c -0.1082 eV
  fixed-density error: PBE -1.3538, PBE0 -1.0424, a=1 -0.1082 eV
  self-consistent error: PBE -1.5298, PBE0 -1.1410 eV
H2+ 10.00 A: reference energy -13.6060 eV
  Hartree 4.6119 eV; PBE X -2.2992 eV; PBE E_c -0.1039 eV
  fixed-density error: PBE -2.4030, PBE0 -1.8282, a=1 -0.1039 eV
  self-consistent error: PBE -2.5362, PBE0 -1.9036 eV
H, cancelling fraction a0: 0.089
H, occupied level: reference -13.606, PBE -7.594, PBE0 -9.130 eV
H, dE_scf/da at a=0.25: -0.1519 eV
H, -X at the PBE0 density: -0.1519 eV
Split electron, R infinite: local X -1.5372 eV, PBE X -2.6598 eV
Split electron, 1/(4R) at 10 angstrom: 0.3600 eV
H2+ at 10 angstrom, SCF error ratio PBE0/PBE: 0.751
H2+ at 10 angstrom minus H and proton, PBE: -2.5369 eV = -0.09323 hartree
H2+ at 10 angstrom minus H and proton, PBE0: -1.8681 eV = -0.06865 hartree
Same difference, reference: -0.0004 eV
```
